\section*{Inward-oxygen share of oxide growth from an inert marker's position}

\section*{Question}

I am working on an exercise about a chromia-like scale, M$_2$O$_3$, grown on a pure metal M at about 1300 K for 20 h. Before the exposure, a very thin inert marker was put on the bare metal surface. In the cross-section afterwards the marker sits inside a compact scale, with $0.50\ \mu$m of oxide between it and the metal and $1.50\ \mu$m between it and the gas. I am asked for the share of growth due to oxygen moving inward.

I can see that the marker must say something about which ion moved, but I am stuck on three points. Should I compare thicknesses, numbers of atoms or charges? Does the marker still show where the metal surface originally was, so that I could use that level instead? And what does the answer mean if the ratio of the two ion fluxes is not the same everywhere in the scale? The molar volumes given are $29.0\ \mathrm{cm^3/mol}$ for the oxide and $7.2\ \mathrm{cm^3/mol}$ for the metal.

\section*{Answer}

\subsection*{What the marker counts}

Let $a$ be the oxide thickness between metal and marker, $b$ the thickness between marker and gas, and $X=a+b$. I assume that growth is one-dimensional, that the oxide is a single phase of uniform composition and density, and that the marker moves with the oxide around it without blocking the ions. For now there are also no pores or cracks, no initial oxide, no evaporation or spalling, and no oxygen dissolved in the metal.

The marker started with only metal below it and only gas above it. This fixes what has crossed it:
\begin{itemize}
\item All oxygen now below the marker crossed it inward.
\item All metal now in the oxide above the marker crossed it outward.
\end{itemize}
One mole of M$_2$O$_3$ has volume $V_{\rm ox}$ and holds three moles of O and two of M. Per unit area, the crossings are therefore
\begin{equation}
N_{\rm O}=\frac{3a}{V_{\rm ox}},\qquad N_{\rm M}=\frac{2b}{V_{\rm ox}} .
\end{equation}

Define the inward-oxygen share $f$ as the part of the ionic charge transport across the marker plane that is due to oxygen, summed over the exposure. An O$^{2-}$ ion moving inward and an M$^{3+}$ ion moving outward both carry positive current outward, so their contributions add:
\begin{align}
f&=\frac{2N_{\rm O}}{2N_{\rm O}+3N_{\rm M}}
=\frac{6a/V_{\rm ox}}{6a/V_{\rm ox}+6b/V_{\rm ox}}\nonumber\\
&=\frac{a}{a+b}=\frac{a}{X}.
\label{eq:share}
\end{align}
The charge share thus equals the thickness share. The reason is neutrality: the oxygen in one formula unit carries as much charge as the metal in it. Electrons also move through the scale, but they are not counted in $f$.

The share by number of atoms is different. Since $N_{\rm O}:N_{\rm M}=3f:2(1-f)$,
\begin{equation}
\frac{N_{\rm O}}{N_{\rm O}+N_{\rm M}}=\frac{3f}{3f+2(1-f)} .
\end{equation}

In the limit $f=0$ the marker stays on the metal and all oxide forms above it. In the limit $f=1$ it rides on the outer surface.

No growth law was used, and $f$ may drift during the exposure. A test moved 100\,000 atoms at random past a marker while the chance that the next atom was oxygen rose from 0.2 to 0.6. The finished stack gave a thickness ratio of 0.30687, and the tally of charges gave 0.30687.

\subsection*{Your numbers}

For your scale,
\begin{equation}
f=\frac{0.50}{0.50+1.50}=0.25 .
\end{equation}
Inward oxygen accounts for one quarter of the growth and outward metal for three quarters. By number, oxygen makes up $0.75/(0.75+1.50)=0.333$ of the crossing atoms.

The amounts follow from the thicknesses in centimetres:
\begin{align}
N_{\rm O}&=\frac{3(0.50\times10^{-4})}{29.0}\ \mathrm{mol/cm^2}
=5.17\ \mu\mathrm{mol/cm^2},\\
N_{\rm M}&=\frac{2(1.50\times10^{-4})}{29.0}\ \mathrm{mol/cm^2}
=10.34\ \mu\mathrm{mol/cm^2}.
\end{align}
Multiplied by the ionic charges and the Faraday constant, these give $0.998$ and $2.994\ \mathrm{C/cm^2}$, in the ratio $1:3$.

The mass gain cannot replace the marker. The whole scale contains $6.897\ \mu\mathrm{mol/cm^2}$ of oxide, hence $3\times6.897\times16.0\ \mu\mathrm{g/cm^2}=0.331\ \mathrm{mg/cm^2}$ of oxygen. This depends on $X$ but not on $f$.

\subsection*{Where the original surface went}

The marker does not in general stay at its original height. Measure height from the original metal surface, positive toward the gas, with the deep metal at rest. The scale contains $X/V_{\rm ox}$ moles of oxide per area, which used up $2X/V_{\rm ox}$ moles of metal. With $V_{\rm M}$ the molar volume of the metal, the metal surface has receded by
\begin{equation}
\frac{2V_{\rm M}X}{V_{\rm ox}}=\frac{X}{R},\qquad
R=\frac{V_{\rm ox}}{2V_{\rm M}} .
\end{equation}
The marker lies $a=fX$ above the receded surface, so its height is
\begin{equation}
y_{\rm marker}=-\frac{X}{R}+fX=X\left(f-\frac1R\right).
\end{equation}

Here $R=29.0/14.4=2.014$. The metal recedes by $2.00/2.014=0.993\ \mu$m, and the marker ends at $0.50-0.993=-0.493\ \mu$m, about half a micrometre below its starting level.

If you used the original surface level instead of the marker, you would find a thickness $X/R$ of oxide below it, a fraction $1/R=0.497$. That number contains the volume ratio and nothing about which ion moved. The two levels coincide only when $f=1/R$.

\subsection*{If the share varies with depth}

Let $j_{\rm O}$ be the inward oxygen flux and $j_{\rm M}$ the outward metal flux, both relative to the local oxide lattice and both in moles of oxide equivalent: moles of O divided by 3, moles of M divided by 2. Measure height $x$ from the moving metal/oxide interface, and let $u(x)$ be the lattice velocity in that frame. The outward fluxes of the two species, in the same equivalents, are
\begin{equation}
\Phi_{\rm O}=\frac{u}{V_{\rm ox}}-j_{\rm O},\qquad
\Phi_{\rm M}=\frac{u}{V_{\rm ox}}+j_{\rm M}.
\end{equation}
The composition is uniform and constant, so neither species accumulates at a fixed $x$, and both $\Phi$ are independent of $x$. No oxygen enters the metal, so $\Phi_{\rm O}=0$ and
\begin{equation}
u=V_{\rm ox}\,j_{\rm O}.
\end{equation}
Inserting this into $\Phi_{\rm M}$ gives $\Phi_{\rm M}=j_{\rm O}+j_{\rm M}$. The sum of the fluxes is therefore uniform, although each one may vary with depth. No metal leaves through the outer surface, so all of $\Phi_{\rm M}$ goes into thickening:
\begin{equation}
\frac{dX}{dt}=V_{\rm ox}(j_{\rm O}+j_{\rm M}).
\end{equation}
The marker moves with the lattice, $da/dt=u(a)=V_{\rm ox}\,j_{\rm O}(a)$. Dividing the two rates gives
\begin{equation}
\frac{da}{dX}=\frac{j_{\rm O}(a)}{j_{\rm O}(a)+j_{\rm M}(a)}\equiv s ,
\end{equation}
where $s$ is the local oxygen share at the marker.

Suppose $s$ depends only on the relative height $x/X$, as it does when the conditions at both interfaces stay fixed and transport depends on the local oxygen potential alone. A grain size that varies with depth can break this condition. With $F=a/X$, the product rule gives $da/dX=F+X\,dF/dX$, hence
\begin{equation}
\frac{dF}{d\ln X}=s(F)-F .
\end{equation}
The marker settles where $F^*=s(F^*)$. A small deviation from $F^*$ varies as $X^{s'(F^*)-1}$, so it dies out if $s'(F^*)<1$. If several heights meet both conditions, the starting height decides which one is reached. The marker then reports the share at its own depth, which need not be the average over the scale.

A dimensionless model shows the difference. Let the oxygen potential $\mu$ run from 0 at the metal to 1 at the gas, with oxygen mobility $0.4-0.2\mu$ and metal mobility $0.6+1.2\mu$. Each flux is its mobility times $d\mu/dx$, and the mobilities add up to $1+\mu$. With $\xi=x/X$, a uniform total flux requires $(1+\mu)\,d\mu/d\xi=3/2$, where the constant follows from integrating over the whole scale. Integration from the metal gives $\mu+\mu^2/2=3\xi/2$, so
\begin{equation}
\mu=-1+\sqrt{1+3\xi},\qquad s=\frac{0.4-0.2\mu}{1+\mu}.
\end{equation}
The share falls from 0.40 at the metal to 0.10 at the gas. Solving $s(\xi)=\xi$ gives $F^*=0.253$, while the average over the thickness is
\begin{equation}
\int_0^1 s\,d\xi=\frac23\int_0^1(0.4-0.2\mu)\,d\mu=0.200 .
\end{equation}
In a numerical test, markers placed at relative heights 0.1, 0.5 and 0.9 of a very thin scale all reached 0.2526 after the scale had thickened by a factor of $10^4$.

This model also makes a demand on the oxide. Since $j_{\rm O}$ falls toward the gas, so does $u$, and the oxide between two markers must become thinner. For each unit of net thickening, 0.4 units form at the metal and 0.9 at the gas, while 0.3 disappear inside the scale. The equations assume that the oxide closes up there and stays compact. If pores open instead, $u=V_{\rm ox}\,j_{\rm O}$ no longer holds and the marker can settle elsewhere.

So your 0.25 is the share at the marker plane, averaged over the exposure with each moment weighted by the growth it contributed. It describes the whole scale if the share is the same at every depth.

\subsection*{How far a real scale can move the answer}

The atom count also shows how to correct for broken assumptions. Let the part below the marker have porosity $p$, and let it include an initial solid oxide of thickness $h$ that was there before the marker. Let $q$ be the oxide thickness that the oxygen taken up by the metal during the exposure would have formed, and $v$ the oxide thickness evaporated from the outside. Oxygen that crossed the marker corresponds to $a(1-p)-h+q$, and metal that crossed it to $b+v$, provided the part above the marker has no pores. Therefore
\begin{equation}
f=\frac{a(1-p)-h+q}{a(1-p)-h+q+b+v}.
\end{equation}
An atom-by-atom test with all four disturbances, each made at least about twice as strong as below, gave a charge share of 0.308. The corrected formula also gave 0.308, while the simple ratio $a/X$ gave 0.385.

For your scale, with assumed rough magnitudes taken one at a time:
\begin{itemize}
\item $5\,\%$ pores below the marker: $f=0.475/1.975=0.241$. The same porosity only above the marker would instead give $0.50/1.925=0.260$, and equal porosity on both sides leaves $f$ unchanged.
\item $50$ nm evaporated: $f=0.50/2.05=0.244$.
\item $3$ nm of initial oxide: $f=0.497/1.997=0.249$.
\item $10$ atomic ppm of oxygen newly dissolved in $300\ \mu$m of metal, equivalent to $4$ nm of oxide: $f=0.504/2.004=0.2515$.
\end{itemize}
All four together give 0.235, which is 6\,\% below the simple result. These sizes are examples, not bounds. Evaporation in particular depends strongly on gas flow and humidity and can be much larger than 50 nm at this temperature. A loss of $0.5\ \mu$m alone would give $f=0.50/2.50=0.20$, a shift larger than all the other corrections together.

Reading errors matter at a similar level. From $\partial f/\partial a=b/X^2$ and $\partial f/\partial b=-a/X^2$, independent standard errors $\sigma$ in $a$ and $b$ give
\begin{equation}
\delta f=\frac{\sigma\sqrt{a^2+b^2}}{X^2}
=\frac{0.020\times1.58}{4.00}=0.008
\end{equation}
for $\sigma=20$ nm. This holds if $a$ and $b$ are measured separately. If both are taken from the same three boundary positions, each read with an independent error of 20 nm, $\delta f$ rises to 0.013. Each thickness then contains two reading errors, together about 28 nm, which alone would give 0.011. The rest arises because an error in the marker position changes $a$ and $b$ in opposite directions. In both cases a reasonable rounded statement for the ideal compact scale is $f=0.25\pm0.01$.

A chromia scale of a few micrometres after tens of hours near 1300 K is a realistic order of magnitude, but the marker position here is a chosen value, not a typical measurement. Real shares depend on purity and alloying additions. Chromia can also lose volatile oxide in hot, oxygen-rich gas, and its scales can buckle or contain voids, so pores and evaporation are the first corrections to check. If oxygen gas gets below the marker through cracks, it can add oxide there without crossing the scale as ions, and $a/X$ is then no longer an ionic transport share. On an alloy that forms a single-phase M$_2$O$_3$ scale, the counting behind $a/X$ still holds under the same assumptions. The recession $X/R$ carries over if M takes up the same molar volume in the alloy as in the pure metal and the alloy closes up without voids. Otherwise it must be recalculated.

The remaining digits are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
INPUTS (round model values)
temperature of the regime: 1300 K
oxide molar volume: 29.0 cm3/mol
metal molar volume: 7.2 cm3/mol
oxygen molar mass: 16.0 g/mol
exposure time: 20 h
total scale X: 2.00 um
oxide below marker a: 0.50 um
oxide above marker b: 1.50 um
RESULTS
inward-oxygen share f: 0.250
outward-metal share 1-f: 0.750
oxygen share by atom number: 0.333
oxide formed: 6.897 umol/cm2
oxygen crossing marker: 5.172 umol/cm2
metal crossing marker: 10.345 umol/cm2
charge carried by oxygen: 0.998 C/cm2
charge carried by metal: 2.994 C/cm2
oxygen mass gain: 0.331 mg/cm2
X^2/t: 5.56e-13 cm2/s
oxide/metal volume ratio R: 2.014
share for an unmoved marker 1/R: 0.497
metal recession: 0.993 um
marker shift (negative = inward): -0.493 um
NEGLECTED EFFECTS (assumed size -> corrected f)
inner porosity 5 %: 0.2405
initial oxide 3 nm: 0.2489
evaporated oxide 50 nm: 0.2439
dissolved O, 10 atomic ppm over 300 um: 0.2515
  its oxide equivalent: 4.03 nm
all four together: 0.2350
reading error 20 nm in a and b: +/- 0.0079
  same from random sampling: +/- 0.0079
DEPTH-DEPENDENT SHARE (dimensionless model)
local share at metal, at gas: 0.400, 0.100
marker fractions at start: [0.1 0.5 0.9]
marker fractions at end: [0.25256 0.25256 0.25257]
predicted common fraction: 0.25256
share averaged over scale: 0.2000
ATOM-BY-ATOM COLUMN TESTS
compact: thickness 0.30687, charge 0.30687
disturbed: simple ratio 0.38495
disturbed: corrected 0.30846, charge 0.30846
\end{verbatim}
